# Specimen tilt and apparent oxygen displacements in ferroelectric hafnia

**Question.** A ferroelectric hafnia crystal, 10 nm thick along the electron beam, is misaligned by 5 mrad from the zone axis along which its atomic columns should be seen end-on. How far apart are the two ends of a column in projection, and how does that distance compare with the oxygen displacement that carries the polarization? Does the tilt imitate such a displacement, and how do these effects scale with tilt and thickness?

**Answer.** Three lengths have to be kept apart: the end-to-end shear of a column, the true polar displacement, and the false displacement of oxygen relative to hafnium that the shear can produce. The first follows from geometry, the second from the polarization, and the third from how the image weights different depths.

The algebra uses atomic units, in which the electron mass, the elementary charge and $\hbar$ equal one. In the numbers, depths are in nm and lateral lengths in angstrom.

## The projected shear

Let the beam run along $z$, with the entrance surface at $z=0$ and the exit surface at $z=t$. Take the column to be straight and the tilt uniform, with one grain filling the thickness. Let $x$ be the polar axis, lying in the image plane, and let the column lean by an angle $\theta$ in a direction at azimuth $\phi$ from $x$. An atom at distance $s$ along the column from its entrance end then sits at

$$x=s\sin\theta\cos\phi,\qquad y=s\sin\theta\sin\phi,\qquad z=s\cos\theta .$$

Since $s=z/\cos\theta$, the lateral position at depth $z$ is

$$x(z)=z\tan\theta\cos\phi .$$

The ends at $z=0$ and $z=t$ are therefore separated in projection by

$$\Delta=t\tan\theta\simeq t\theta ,$$

of which $\Delta\cos\phi$ lies along the polar axis. Because $\tan\theta=\theta+\theta^3/3+\dots$, the small-angle form has a relative error $\theta^2/3$, here $8\times10^{-6}$. For the specimen in question,

$$\Delta=(10\ \text{nm})(5\times10^{-3})=0.050\ \text{nm}=0.50\ \text{angstrom}.$$

The shear is linear in both thickness and tilt. A lean along the polar axis puts all of it where it matters for polarization; at $\phi=60^\circ$ the polar component is 0.25 angstrom, and at $90^\circ$ it vanishes.

If the crystal is bent, so that the tilt varies with depth, $\theta$ is replaced by a local slope and $\Delta=\int_0^t\theta(z)\,dz$. The end-to-end shear then measures the mean tilt. An S-shaped column can have zero end-to-end shear and still be blurred.

## The polar displacement

The polar phase of hafnia has four formula units per cell, hence eight oxygen atoms. Four of them carry most of the polar displacement. Let each of these move by $u$ along the polar axis from the centrosymmetric reference midway between the two opposite polar states. The choice of reference matters: the distance between the two polar states is $2u$, not $u$.

Give each polar oxygen an effective charge $-Z^*$, averaged over the path from the reference, and hold the other ions fixed. The dipole moment of the cell changes by $4Z^*u$ in magnitude. The reference has zero polarization on this path, so dividing by the cell volume $\Omega$ gives

$$P=\frac{4Z^*u}{\Omega}\qquad\Longrightarrow\qquad u=\frac{P\,\Omega}{4Z^*}.$$

Rough typical parameters are $P=50$ uC/cm2 for a single polar domain, $\Omega=0.13$ nm$^3$ and $Z^*=2.5$. Restoring the elementary charge $e$,

$$u=\frac{(0.50\ \text{C/m}^2)(0.13\times10^{-27}\ \text{m}^3)}{4(2.5)(1.602\times10^{-19}\ \text{C})}=0.41\ \text{angstrom}.$$

The effective charge is the least certain input. With the other inputs held fixed, $Z^*=2$ gives 0.51 angstrom and $Z^*=3$ gives 0.34 angstrom. The ratio of shear to displacement is

$$\frac{\Delta}{u}=\frac{4Z^*t\theta}{P\,\Omega}\simeq1.2 ,$$

and it runs from about 1.0 to 1.5 over that range of charge. The two lengths are comparable. This does not yet say that the tilt produces a false polar displacement of that size.

## What a common shear does to the image

A polar displacement is read from an image as the position of an oxygen column relative to hafnium columns. A shear that moves both alike cancels from this difference. To see what survives, let $w(z)$ be the fraction of a column's signal that comes from depth $z$, with $\int_0^t w\,dz=1$. Let $g$ be the image of a thin slice of the column, symmetric, of unit area and the same at every depth. From here on the lean is along the polar axis, $\phi=0$. A column whose entrance end is at $x_0$ has the image

$$I(x)=\int_0^t w(z)\,g(x-x_0-\theta z)\,dz .$$

For the centroid, substitute $x=x_0+\theta z+q$ at each depth. The term in $q$ integrates to zero because $g$ is symmetric, which leaves

$$\bar x=\int x\,I(x)\,dx=x_0+\theta\langle z\rangle,\qquad \langle z\rangle=\int_0^t z\,w(z)\,dz .$$

For the variance, write $x-\bar x=\theta(z-\langle z\rangle)+q$ and square. The cross term vanishes for the same reason, so

$$\sigma_I^2=\sigma_g^2+\theta^2\left(\langle z^2\rangle-\langle z\rangle^2\right).$$

If all depths count equally, $w=1/t$. Then $\langle z\rangle=t/2$ and $\langle z^2\rangle=t^2/3$, and the added variance is

$$\theta^2\left(\frac{t^2}{3}-\frac{t^2}{4}\right)=\frac{\Delta^2}{12}.$$

The rms blur is thus $\Delta/\sqrt{12}=0.14$ angstrom, well below the end-to-end length. A column whose untilted image has a chosen rms width of 0.30 angstrom widens to $\sqrt{0.30^2+0.144^2}=0.33$ angstrom, an increase of 11 percent. The blur adds in quadrature, so for small tilts the widening grows as $\theta^2t^2$.

The false displacement of oxygen relative to hafnium is the difference of the two centroid shifts:

$$\delta=\theta\left(\langle z\rangle_{\rm O}-\langle z\rangle_{\rm Hf}\right).$$

Equal depth weights give $\delta=0$, however large the shear. Tilt alone does not create a relative displacement in this model; tilt combined with unequal depth weighting does.

When the weights are non-negative, each mean depth lies between 0 and $t$, so $|\delta|\le t\theta$. This bound is approached when one species is seen near the entrance and the other near the exit. Here 0.50 angstrom is therefore a ceiling on the centroid error, not its expected value. The ceiling itself fails for signals with contributions of both signs. Weights of $+2$ at the exit and $-1$ at the entrance, for example, sum to one but give $\langle z\rangle=2t$, outside the crystal.

## A model with unequal depth weights

Suppose the signal of a species falls with depth as $e^{-z/L}$. The two integrals needed are

$$\int_0^t e^{-z/L}dz=L\left(1-e^{-t/L}\right),$$

$$\int_0^t z\,e^{-z/L}dz=L^2\left(1-e^{-t/L}\right)-Lt\,e^{-t/L},$$

the second by parts. Their ratio is the mean depth:

$$\langle z\rangle=L-\frac{t\,e^{-t/L}}{1-e^{-t/L}}=L-\frac{t}{e^{t/L}-1}.$$

For weak attenuation put $a=t/L\ll1$. Since $e^a-1=a(1+a/2+a^2/6+\dots)$,

$$\frac{1}{e^a-1}=\frac1a\left[1-\left(\frac a2+\frac{a^2}{6}\right)+\frac{a^2}{4}+\dots\right]=\frac1a-\frac12+\frac{a}{12}+\dots$$

Multiplying by $t$ and using $t/a=L$ gives

$$\langle z\rangle\simeq\frac t2-\frac{t^2}{12L}.$$

The half-thickness is common to both species and cancels, leaving

$$\delta\simeq\frac{\theta t^2}{12}\left(\frac1{L_{\rm Hf}}-\frac1{L_{\rm O}}\right).$$

In this regime the false displacement grows as the square of thickness, although the shear grows linearly. One factor of $t$ is the lever arm of the tilt; the other is the depth over which the weights have time to become different.

As an illustration, choose $L_{\rm Hf}=5$ nm and $L_{\rm O}=20$ nm. The mean depths in nm are

$$\langle z\rangle_{\rm Hf}=5-\frac{10}{e^{2}-1}=3.435,\qquad \langle z\rangle_{\rm O}=20-\frac{10}{e^{0.5}-1}=4.585 .$$

Their difference is 1.15 nm, so $\delta=(5\times10^{-3})(1.15\ \text{nm})$, or 0.058 angstrom. This is 14 percent of $u$ and about one ninth of the shear. The leading-order formula gives 0.063 angstrom, 9 percent above the full expression, even though $t/L_{\rm Hf}=2$ is not small.

The opposite limit is a crystal much thicker than both attenuation depths. Then $\langle z\rangle\to L$ for each species, and

$$\delta\to\theta\,(L_{\rm O}-L_{\rm Hf}),$$

independent of thickness. For the chosen depths and the same tilt this is 0.75 angstrom. The approach is slow: the full expression gives 0.59 angstrom at 60 nm and 0.72 angstrom at 100 nm. The quadratic law must therefore not be extended to thick foils.

## A focused probe in tilted columns

The exponential weights were assumed. In a scanning transmission microscope the weighting comes from the focus of the probe and from its scattering by the column, and both can be estimated.

Start with focus. An electron of momentum $p$ has wavelength $\lambda=2\pi/p$. A plane-wave component at a small angle $\beta$ to the axis has transverse momentum $p\beta$, and hence longitudinal momentum $p-p\beta^2/2$. Over a distance $z$ from focus it lags the axial component by a phase $p\beta^2z/2=\pi\beta^2z/\lambda$. Adding all directions up to the probe semi-angle $\alpha$, with $y=\beta^2/\alpha^2$ and $A=\pi\alpha^2z/\lambda$, gives the axial amplitude

$$\int_0^1 e^{-iAy}dy=e^{-iA/2}\,\frac{\sin(A/2)}{A/2}.$$

The axial intensity falls to half when $A/2=1.392$. The distance between the two half-intensity points is therefore

$$2\times\frac{2(1.392)}{\pi}\frac{\lambda}{\alpha^2}=1.77\,\frac{\lambda}{\alpha^2}.$$

At 200 keV the wavelength is 0.0251 angstrom, and a semi-angle of 25 mrad gives a depth of field of 7.1 nm. This is shorter than the specimen, so the choice of focus matters.

Next, scattering. Let $U$ be the potential energy of the electron in the crystal and $E$ its total energy, rest energy included. Inside the crystal its momentum $p'$ obeys $c^2p'^2=(E-U)^2-c^4$. To first order in $U$ this gives $p'=p-EU/(c^2p)=p-U/v$, because the speed is $v=c^2p/E$. Passing an atom thus adds the phase

$$-\frac1v\int U\,dz ,$$

which is positive because atoms attract electrons.

For a numerical estimate, each atom of nuclear charge $Z$ is given the Molière screened potential energy

$$U(r)=-\frac Zr\left(0.10\,e^{-6r/a}+0.55\,e^{-1.2r/a}+0.35\,e^{-0.3r/a}\right),$$

with $a=0.8853\,Z^{-1/3}$, blurred by a rough rms vibration of 0.08 angstrom. The spacing along the beam is 0.50 nm in the Hf column and 0.25 nm in the O column, again rough values. The wave is propagated freely between atoms and receives the phase above at each atom. The signal is the electron intensity within a Gaussian window of rms width 0.08 angstrom around each atom, summed over the column. It is recorded as the probe is scanned across an isolated column, and its peak is taken as the column position.

The table gives these positions in angstrom, with the mid-depth point of the column as origin. The entrance end is at $-0.25$ and the exit end at $+0.25$.

| Focus | No potential | Hf | O | O − Hf |
|---|---:|---:|---:|---:|
| Entrance | −0.151 | −0.239 | −0.192 | 0.047 |
| Mid-depth | 0.000 | −0.110 | −0.021 | 0.089 |

The column headed "No potential" isolates the effect of focus. Focusing at the entrance moves the apparent position by 0.15 angstrom towards the entrance end, but it does so for both species: with the potentials off, their peaks were tested to agree within 0.01 angstrom at each focus. Focus alone shifts the whole pattern and leaves the relative positions intact.

With the potentials on, the two species separate. The false displacement is 0.05 angstrom for entrance focus and 0.09 angstrom for mid-depth focus, or 12 and 22 percent of $u$ with the tabulated values. Repeating the entrance-focus case on a finer lateral grid, with 160 instead of 128 points per side, again gives 0.047 angstrom. Enlarging the periodic calculation box from 10 to 14 angstrom changes the false displacement by 0.001 angstrom at entrance focus and by 0.004 angstrom at mid-depth focus, so the third decimal in the table is not converged. At mid-depth focus the value lies between 0.080 and 0.085 angstrom in boxes of 14 to 20 angstrom, depending on the box and on how the aperture edge is sampled, and the Hf position moves from −0.110 to about −0.10 angstrom. The tabulated 0.089 is therefore somewhat too large; the converged value is about 0.08 angstrom, or 20 percent of $u$.

The effect depends strongly on focus. With the probe focused at the exit, both peaks lie near 0.20 angstrom and the false displacement is no larger than about 0.001 angstrom. With the focus 7.5 nm below the entrance surface it changes sign, to about −0.07 angstrom. Scattering by the columns is thus what separates the peaks at the two foci in the table, but it does not separate them at every focus. The signal was not resolved by depth, so the calculation does not show which depths are responsible. The columns also differ in both nuclear charge and spacing, so the result cannot be assigned to one of these alone. All these values are for columns whose first atom lies half a spacing below the entrance surface. Moving the Hf atoms up by half a spacing, to depths 0, 0.5, ..., 9.5 nm, changes the false displacement to about 0.056, 0.064, −0.061 and 0.013 angstrom for focus at the entrance, at mid-depth, at 7.5 nm and at the exit. The values are thus uncertain by 0.01 to 0.02 angstrom from this choice alone, and the near-zero result at exit focus is particular to the first arrangement.

These positions are peaks, not centroids, and the wave is itself altered by the tilted column. The centroid formula and its bound therefore do not apply directly to the table. Their similarity in size to the exponential example carries no weight, because the attenuation depths there were chosen freely and other choices would give other values.

## Scaling and the tilt that can be allowed

If the shear itself is to stay below a chosen length $\Delta_{\max}$, the condition is

$$\theta\le\frac{\Delta_{\max}}{t}.$$

For 0.1 angstrom in a 10 nm crystal this is 1.0 mrad. The allowed tilt falls as $1/t$. It is a limit on shear and blur; the false displacement of oxygen relative to hafnium is smaller than the shear in the examples above, by an amount that depends on the imaging conditions.

The centroid error $\delta$ is linear in $\theta$ as long as the depth weights do not change with tilt. With scattering they do change. Symmetry still gives a weaker statement: for an isolated, mirror-symmetric column and a symmetric probe, reflecting $x\to-x$ turns a tilt $\theta$ into $-\theta$ and reverses the peak position. The false displacement is then odd in $\theta$, so if it is smooth it starts linearly and its first correction is cubic. In the probe calculation with the 14 angstrom box, halving the tilt from 5 to 2.5 mrad lowers the false displacement from 0.085 to 0.042 angstrom at mid-depth focus, which is close to linear. At entrance focus it falls from 0.046 to 0.027 angstrom, so there 5 mrad is already outside the strictly linear range. The dependence on thickness was not calculated for the focused probe; the quadratic law above was derived only for weakly attenuated exponential weights.

Two comparisons within one image help to separate $\delta$ from $u$. Suppose two domains of opposite polarization have the same tilt, thickness and depth weighting. Their apparent displacements are

$$d_+=u+\delta,\qquad d_-=-u+\delta ,$$

so that

$$u=\frac{d_+-d_-}{2},\qquad \delta=\frac{d_++d_-}{2}.$$

The tilt error does not reverse with the polarization, and the half-difference removes it. Within a single domain, the four oxygens that carry little polar displacement can serve as the reference instead of hafnium, provided the crystal is viewed along an axis for which they form columns separate from those of the polar oxygens. The error then cancels to the extent that both kinds of oxygen column have the same depth weighting. Both procedures fail if the tilt changes between the places compared, as it may across a domain wall or a grain boundary.

## How the estimate sits beside real specimens

Hafnia capacitor films are often about 10 nm thick, but in a cross-section that thickness lies in the image plane. The length $t$ used here is the foil thickness along the beam, which is set by specimen preparation and can be several times larger. At 20 nm and the same tilt, the shear doubles to 1.0 angstrom. The assumption most readily broken is that one grain fills the foil, because these films are polycrystalline with grains that can be as small as the foil thickness. A grain occupying 5 nm of the depth has a shear of 0.25 angstrom, while the rest of the foil adds signal from another orientation that this model does not describe. The polarization of 50 uC/cm2 is meant for a single domain. The remanent value of a capacitor is commonly lower, roughly 20 uC/cm2, because grains point in different directions and some are not polar. Putting that average into the formula for $u$ would lower it in proportion, to about 0.16 angstrom, and would understate the displacement inside a polar grain.

The probe calculation also leaves out neighbouring columns, absorption, lens aberrations and the detector of any particular imaging mode. Its false displacements, from about −0.07 to 0.08 angstrom at the foci tried, indicate a possible size, with a sign that depends on focus. They are not a correction to subtract from data. For a measurement, the same calculation has to be done with the full crystal, the actual detector and the measured tilt and thickness. The numerical output below lists the main values used here.

## Computed results

```
Specimen thickness: 10.0 nm
Crystal mistilt: 5.0 mrad
End-to-end shear: 0.500 angstrom
End-to-end shear, converted: 0.050 nm
Shear along polar axis at 60 deg azimuth: 0.250 angstrom
Relative small-angle error: 8.33e-06
Rms blur from shear: 0.144 angstrom
Untilted column rms width (chosen): 0.300 angstrom
Tilted column rms width: 0.333 angstrom
Polarization (rough): 50.0 uC/cm2
Cell volume (rough): 0.130 nm^3
Oxygen effective charge magnitude (rough): 2.5 e
Polar oxygen displacement: 0.406 angstrom
Polar displacement for charge 2: 0.507 angstrom
Polar displacement for charge 3: 0.338 angstrom
Shear / polar displacement: 1.23
Tilt for 0.1 angstrom shear: 1.00 mrad
Attenuation depth Hf (chosen): 5.0 nm
Attenuation depth O (chosen): 20.0 nm
Mean signal depth Hf: 3.435 nm
Mean signal depth O: 4.585 nm
False O-Hf shift, exponential weights: 0.0575 angstrom
False O-Hf shift, leading order: 0.0625 angstrom
Hf spacing along beam (rough): 0.50 nm
O spacing along beam (rough): 0.25 nm
Rms vibration (rough): 0.08 angstrom
Beam energy: 200 keV
Probe semi-angle: 25 mrad
Electron wavelength: 0.02508 angstrom
Probe depth of field, full width half maximum: 7.11 nm
No potential, entrance focus, common peak: -0.151 angstrom
No potential, mid focus, common peak: 0.000 angstrom
Channelled Hf peak, entrance focus: -0.239 angstrom
Channelled O peak, entrance focus: -0.192 angstrom
False O-Hf shift, entrance focus: 0.047 angstrom
Same shift on finer grid: 0.047 angstrom
Channelled Hf peak, mid focus: -0.110 angstrom
Channelled O peak, mid focus: -0.021 angstrom
False O-Hf shift, mid focus: 0.089 angstrom
Intensity kept on grid, Hf entrance focus: 0.999
Intensity kept on grid, O entrance focus: 1.000
```
